# Thermal Expansion Is the Smaller Part of the NV Splitting Drift

The spin-triplet ground state of the nitrogen-vacancy (NV) centre in diamond has a zero-field splitting $D$ between the level $m=0$ and the pair $m=\pm1$. Near room temperature $D$ falls by roughly 74 kHz per kelvin. Thermal expansion accounts for about a quarter of this. The rest would remain if the crystal were held at constant volume, and to leading order it is quadratic in the vibrational amplitude and linear in the phonon occupations.

The quarter follows from three rough numbers: a pressure coefficient $\partial D/\partial P\approx15$ MHz/GPa, a bulk modulus $B\approx440$ GPa and a volume expansion coefficient $\beta\approx3\cdot10^{-6}$ K$^{-1}$. Heating at fixed pressure dilates the crystal as a negative pressure $-B\beta\,dT$ would, so

$$\left(\frac{dD}{dT}\right)_{\rm exp}=-B\beta\frac{\partial D}{\partial P}\approx-440\cdot3\cdot10^{-6}\cdot15\ \text{MHz/K}\approx-20\ \text{kHz/K}.$$

This leaves about $-54$ kHz/K. If all three inputs were 20 % larger, the expansion share would rise from 0.27 to 0.46, still below one half. For expansion to do all the work, the pressure coefficient would have to be about 56 MHz/GPa.

A second point decides how the two parts may be fitted. Both are sums over phonon occupations and can have nearly the same temperature dependence, so a good fit to $D(T)$ does not tell them apart. The expansion part has to be fixed by separate data.

## A counter-example: one curve, two explanations

Consider the inference "$D(T)$ follows the thermal strain, therefore expansion causes the drift". A model defect in a stiff solid shows where it breaks down. Its parameters are round numbers, and the strength of its phonon coupling is put in by hand. It therefore tests the inference and is not evidence about NV.

**The host.** Phonon energies are written $\omega$, with $\hbar=1$. There are three modes per atom, with the Debye density $g(\omega)=9\omega^2/W^3$ up to the cutoff $W=160$ meV. The bulk modulus is $B=400$ GPa and the volume per atom $V=6$ Å$^3$, so $BV=2.4\cdot10^{-18}$ J, or 15.0 eV. The volume strain $\varepsilon$ is positive for expansion and zero at $T=0$, $P=0$; zero-point pressure is thereby absorbed in the reference volume. Every mode softens with strain as $\omega(1-\gamma\varepsilon)$, with Grüneisen parameter $\gamma=0.8$.

The free energy per atom is

$$F=\tfrac12BV\varepsilon^2+k_BT\int_0^W g(\omega)\ln\!\left[1-e^{-\omega(1-\gamma\varepsilon)/k_BT}\right]d\omega .$$

With $x=\omega(1-\gamma\varepsilon)/k_BT$, the derivative of $k_BT\ln(1-e^{-x})$ is

$$k_BT\,\frac{e^{-x}}{1-e^{-x}}\frac{dx}{d\varepsilon}=k_BT\,n\left(-\frac{\gamma\omega}{k_BT}\right)=-\gamma\omega n,\qquad n=\frac1{e^{x}-1}.$$

At zero pressure $\partial F/\partial\varepsilon=0$. Neglecting the small effect of $\varepsilon$ on $n$ gives

$$\varepsilon(T)=\frac{\gamma U_{\rm th}}{BV},\qquad U_{\rm th}=\int_0^W g(\omega)\,\omega\,n(\omega)\,d\omega .$$

Direct minimization of $F$ gives $2.981\cdot10^{-4}$ at 300 K, where this formula gives $2.978\cdot10^{-4}$. At 500 K the values are $1.429\cdot10^{-3}$ and $1.424\cdot10^{-3}$.

Now define the dimensionless function

$$X(T)=\int_0^W\frac{4\omega^3}{W^4}\,n(\omega)\,d\omega .$$

Since $g\omega=9\omega^3/W^3=(9W/4)(4\omega^3/W^4)$, the thermal energy is $U_{\rm th}=\tfrac94WX$.

**The defect.** Its static pressure coefficient is 15 MHz/GPa. Pressure $P$ produces $\varepsilon=-P/B$, so the strain coefficient is $D_\varepsilon=-400\cdot15=-6000$ MHz. The expansion term is

$$D_\varepsilon\,\varepsilon=-6000\cdot\frac{0.8\cdot360\ \text{meV}}{15000\ \text{meV}}\,X\approx-115\,X\ \text{MHz}.$$

At fixed volume $D$ also responds quadratically to the stretching of bonds near the defect. For long waves the squared stretch is proportional to $\omega^2q^2$, where $q$ is the mode amplitude. The thermal part of $\langle q^2\rangle$ is $n/\omega$, and the mode density goes as $\omega^2$. The product is $\omega^3n$, the integrand of $X$. The model takes this shape up to the cutoff with total strength $-250$ MHz, and adds a local resonance of strength $-20$ MHz at 65 meV. Altogether

$$D(T)-D(0)\approx-115X-250X-20\,n_{65}=-365X-20\,n_{65}\quad\text{(MHz)},$$

where $n_{65}$ is the occupation of the resonance.

At 500 K the strain gives $X=15000\cdot1.424\cdot10^{-3}/288\approx0.0742$, and $n_{65}\approx0.284$. The shift is $-27.1-5.7=-32.8$ MHz. The full model, which also lets the phonons soften with strain, gives $-32.85$ MHz.

**The rival explanation.** Take a second defect with three times the pressure coefficient, 45 MHz/GPa. Its expansion term is about $-346X$. Let its band coupling be about $-19$ MHz instead of $-250$ MHz, chosen so that the coefficient of $X$ is unchanged, and keep the resonance. The sum is again $-365X-20n_{65}$. Within the linear strain formula the two defects have the same $D(T)$ at every temperature, yet expansion is the smaller part in one and the larger part in the other. To this approximation, no measurement of $D(T)$ at zero pressure can distinguish them. A measurement under pressure can.

## What the shares do with temperature

For the first defect the full model gives these slopes, in kHz/K:

| $T$ (K) | total | fixed volume | expansion | expansion share |
|---|---|---|---|---|
| 100 | −4.0 | −3.0 | −1.0 | 0.25 |
| 200 | −33.6 | −25.8 | −7.7 | 0.23 |
| 300 | −81.6 | −60.9 | −20.7 | 0.25 |
| 500 | −166.4 | −120.5 | −45.9 | 0.28 |

The slope is not a constant of the defect: it grows about fortyfold between 100 and 500 K. A coefficient quoted in kHz/K belongs to one temperature.

Two limits help to read the last column. When $k_BT\ll W$, the substitution $y=\omega/k_BT$ gives

$$X\to4\left(\frac{k_BT}{W}\right)^4\int_0^\infty\frac{y^3\,dy}{e^y-1}=\frac{4\pi^4}{15}\left(\frac{k_BT}{W}\right)^4 .$$

The resonance freezes out exponentially, so both contributions follow $T^4$. Doubling the temperature from 20 to 40 K indeed multiplies both the strain and the shift of $D$ by 16.00. The expansion share tends to $115/365\approx0.32$.

In the formal classical limit $n\to k_BT/\omega$, and $X\to4k_BT/(3W)$. Per unit of $k_BT$ in meV, the expansion then contributes $115\cdot4/480\approx0.96$, the band $250\cdot4/480\approx2.08$ and the resonance $20/65\approx0.31$, all with negative sign. The share tends to $0.96/3.35\approx0.29$. This value neglects the softening of the phonons with strain, which carries the full model slightly higher, to 0.30 at 2000 K. Between the limits the resonance weighs more. At 200 K its slope, $-20\,dn_{65}/dT$, is about $-9$ kHz/K, or 27 % of the total, against nothing in the first limit and $0.31/3.35\approx9$ % in the second. The expansion share therefore dips below both limiting values.

## Fitting both contributions

Fifty values of $D$ between 10 and 500 K were generated from the full model of the first defect, with random noise of standard deviation 0.03 MHz. The fitted form is

$$D(T)=D_0+f\,D_\varepsilon\varepsilon(T)+c_1n(\omega_1,T)+c_2n(\omega_2,T).$$

Here $D_\varepsilon$ comes from the pressure coefficient and $\varepsilon(T)$ from the thermal strain. The true factor is $f=1$. For each fixed $f$, the five quantities $D_0,c_1,c_2,\omega_1,\omega_2$ are adjusted. The slopes are those at 300 K:

| $f$ | residual (MHz) | expansion (kHz/K) | phonon (kHz/K) |
|---|---|---|---|
| 0 | 0.0275 | 0 | −81.6 |
| 1 | 0.0271 | −20.7 | −60.9 |
| 2 | 0.0270 | −41.5 | −40.2 |
| 3 | 0.0273 | −62.2 | −19.4 |

All four fits reach the noise level. The smallest residual even belongs to the wrong factor $f=2$, by a margin too small to decide between them. When $f$ is released together with the other parameters, its standard error in the linearized fit is 1.52, larger than the true value of 1. This figure counts only the noise. There is also a bias, of comparable or larger size. Within the linear strain formula the band term is itself a multiple of the strain function, so $f=365/115\approx3.2$ with a single mode at 65 meV fits noise-free data exactly. At the true $f=1$, two discrete modes represent the continuous band only approximately. The released fit is therefore drawn towards the wrong factor. On noise-free data it returns $f=3.17$. Over repeated noise draws, started near the $f=1$ solution, its median lies near 2.5, and the central two thirds of the results fall between about 0.7 and 3.5.

With $f=1$ imposed from outside, the fit returns a phonon slope of $-60.9$ kHz/K, in agreement with the slope computed at fixed strain. The quality of the separation then rests on the outside data: a 10 % error in $D_\varepsilon$ moves about 2 kHz/K from one part to the other at 300 K.

The fitted modes need care as well. They lie at 53.9 and 120.6 meV with couplings $-25.0$ and $-219.5$ MHz. Neither is the resonance at 65 meV, and the band is a continuum. They are two effective energies that represent a spectrum over the fitted temperatures. Their couplings add to $-244.5$ MHz, whereas the true total is $-270$ MHz. A zero-point shift inferred from half the fitted sum would be $-122$ MHz instead of $-135$ MHz. These figures belong to one noise draw. Noise-free data give 56.7 and 123.8 meV with a sum of $-251$ MHz, and other draws scatter the sum mostly between about $-263$ and $-249$ MHz. The deficit is systematic, but its size here is partly noise.

If expansion is made the sole mechanism, with $c_1=c_2=0$, the fit demands $f=3.86$, or 58 MHz/GPa. Its residual is 0.236 MHz, about eight times the noise. This misfit comes from the resonance: without it, $D(T)-D(0)$ would be proportional to $\varepsilon(T)$ within the linear strain formula, and expansion alone would fit with $f=365/115\approx3.2$. In that case the wrong pressure coefficient would be the one remaining sign of trouble.

## The general statement

Let a defect stay in its electronic ground state, in a crystal free to expand under uniform pressure, and let the phonons that carry the drift have energies far above $D$. Then

$$\left(\frac{\partial D}{\partial T}\right)_P=\left(\frac{\partial D}{\partial T}\right)_\varepsilon-B\beta\left(\frac{\partial D}{\partial P}\right)_T, \tag{1}$$

and, to leading order in the vibrational amplitude,

$$\left(\frac{\partial D}{\partial T}\right)_\varepsilon=\sum_ic_i\frac{\partial n_i}{\partial T},\qquad c_i=\frac1{2\omega_i}\left(D_{ii}-\sum_k\frac{D_k\Phi_{kii}}{\omega_k^2}\right). \tag{2}$$

$D_k$ and $D_{ii}$ are first and second derivatives of $D$ with respect to mass-weighted normal coordinates, and $\Phi_{kii}$ are third derivatives of the potential energy. All are taken at fixed $\varepsilon$.

### Proof of the split

At equilibrium $D$ is a function of temperature and strain, and the strain is a function of temperature and pressure. The chain rule gives

$$\left(\frac{\partial D}{\partial T}\right)_P=\left(\frac{\partial D}{\partial T}\right)_\varepsilon+\left(\frac{\partial D}{\partial\varepsilon}\right)_T\beta,\qquad\beta=\left(\frac{\partial\varepsilon}{\partial T}\right)_P .$$

At constant temperature $(\partial\varepsilon/\partial P)_T=-1/B$, so

$$\left(\frac{\partial D}{\partial P}\right)_T=-\frac1B\left(\frac{\partial D}{\partial\varepsilon}\right)_T .$$

Solving for the strain derivative and inserting it yields (1). This step uses no expansion in amplitude. The atoms around the defect relax under pressure, and the measured pressure coefficient contains that relaxation, so no separate model of the local geometry is needed.

In the model at 300 K, $B=399.7$ GPa, $\partial D/\partial P=15.05$ MHz/GPa and $\beta=3.45\cdot10^{-6}$ K$^{-1}$. Their product gives $-20.7$ kHz/K. Added to the fixed-strain slope of $-60.9$ kHz/K, it reproduces the total of $-81.6$ kHz/K obtained by differentiating along the expansion curve.

### Proof of the constant-volume law

The lattice moves much faster than the spin precesses, so to first order in the spin-phonon interaction the resonance sees the thermal average of $D$. Expand about the minimum of the potential at fixed strain:

$$D=D_{\rm cl}+\sum_kD_kq_k+\tfrac12\sum_{ij}D_{ij}q_iq_j+\dots$$

$D_{\rm cl}$ belongs to clamped nuclei. In the harmonic approximation different modes are uncorrelated, and a mode has energy $\omega_i(n_i+\frac12)$, half of it potential:

$$\tfrac12\omega_i^2\langle q_i^2\rangle=\tfrac12\omega_i\left(n_i+\tfrac12\right)\quad\Rightarrow\quad\langle q_i^2\rangle=\frac{2n_i+1}{2\omega_i}.$$

The mean $\langle q_k\rangle$ vanishes in a harmonic crystal but not in a real one. Include the cubic terms:

$$U=\tfrac12\sum_k\omega_k^2q_k^2+\tfrac16\sum_{kij}\Phi_{kij}q_kq_iq_j .$$

In equilibrium $\langle p_k\rangle$ is constant, so the mean force is zero:

$$0=\left\langle\frac{\partial U}{\partial q_k}\right\rangle=\omega_k^2\langle q_k\rangle+\tfrac12\sum_{ij}\Phi_{kij}\langle q_iq_j\rangle .$$

The factor $\frac16$ became $\frac12$ because $q_k$ can stand in any of three places. With harmonic averages on the right,

$$\langle q_k\rangle=-\frac1{2\omega_k^2}\sum_i\Phi_{kii}\langle q_i^2\rangle .$$

This displacement is itself quadratic in the amplitude, so it ranks equally with the curvature term. Inserting both averages,

$$\langle D\rangle=D_{\rm cl}+\tfrac12\sum_i\left(D_{ii}-\sum_k\frac{D_k\Phi_{kii}}{\omega_k^2}\right)\frac{2n_i+1}{2\omega_i}=D_{\rm cl}+\sum_ic_i\left(n_i+\tfrac12\right).$$

At fixed strain the temperature enters through $n_i$, and differentiation gives (2).

The constant-volume drift is thus more than the bare curvature of $D$. It also contains the shift of internal coordinates, for instance a breathing motion of the defect's neighbours, driven by vibrations through anharmonicity. That is a local expansion or contraction at constant crystal volume. At best, temperature data determine the combination $c_i$; they do not separate its two pieces.

For two modes with a cubic coupling and a small quartic term that keeps the potential bounded, in dimensionless units, diagonalization gives a mean shift of $-0.26730$ and the formula gives $-0.26734$. Omitting the anharmonic term gives $-0.25650$, an error of 4 % of the diagonalized value.

### Which "second order" is meant

The law is first order in the spin-phonon interaction and second order in displacement. A linear coupling taken to second order in perturbation theory is a different effect. Suppose one oscillator is coupled to the upper spin level by $g(b+b^\dagger)$. Completing the square,

$$\omega b^\dagger b+g(b+b^\dagger)=\omega\left(b^\dagger+\frac g\omega\right)\left(b+\frac g\omega\right)-\frac{g^2}\omega .$$

The shifted operators obey the same commutation rule, so every level moves by $-g^2/\omega$, independent of $n$. In a harmonic mode this coupling alone produces no thermal drift. For an illustrative $g=10$ MHz and $\omega=60$ meV the constant shift is 6.9 Hz.

A coupling that flips the spin does depend on $n$. In a model with two spin levels separated by $D$, the lower level with $n$ phonons is connected to the upper one with $n-1$ and $n+1$ phonons. The squared matrix elements are $g^2n$ and $g^2(n+1)$, and the energy denominators are $\omega-D$ and $-(\omega+D)$:

$$\Delta E_{\rm low}=g^2\left[\frac n{\omega-D}-\frac{n+1}{\omega+D}\right]=g^2\,\frac{(2n+1)D-\omega}{\omega^2-D^2}.$$

The upper level follows from $D\to-D$. The change of the splitting is the difference,

$$\Delta E_{\rm up}-\Delta E_{\rm low}=-\frac{2(2n+1)D\,g^2}{\omega^2-D^2}.$$

For $D\ll\omega$ this is smaller than $g^2/\omega$ by the factor $2(2n+1)D/\omega$. With hertz as the starting scale, it cannot supply tens of kilohertz per kelvin at these parameters. The formula does not apply to acoustic modes with $\omega$ close to $D$. It is also specific to two levels. In a triplet where $m=0$ couples with element $g$ to each upper level, the mean splitting changes by $g^2[\omega-3(2n+1)D]/(\omega^2-D^2)$: a constant of order $g^2/\omega$ remains, and the part that depends on $n$ is 3/2 times larger, which is still negligible.

### Why the two parts look alike

The common shape found in the counter-example is not peculiar to the Debye density. Take a simple cubic lattice with one scalar displacement $u$ per site, unit masses and nearest-neighbour springs $K$. There are three bonds per site, so the mean potential energy per site is $\frac32K\langle s^2\rangle$, where $s$ is the stretch of a bond. In a harmonic system this is half the vibrational energy per site. Subtracting the zero-point values from both sides,

$$\tfrac32K\langle s^2\rangle_{\rm th}=\tfrac12U_{\rm th}\quad\Rightarrow\quad\langle s^2\rangle_{\rm th}=\frac{U_{\rm th}}{3K}.$$

Diagonalizing a periodic lattice of this kind with $K=1$ gives the ratio 0.333333 at both temperatures tried. If $D$ depends on the squares of such bond stretches, without products of different bonds, its constant-volume shift is proportional to $U_{\rm th}$ with the full lattice dispersion included. The thermal strain is proportional to $U_{\rm th}$ too when all modes share one Grüneisen parameter. The two temperature functions then coincide.

The identity needs a lattice with one kind of spring, so that the bonds carry all the potential energy. Diamond has both bond-stretching and bond-bending forces. In a Keating model with stretch and bend constants of 129 and 85 N/m, $\langle s^2\rangle_{\rm th}/U_{\rm th}$ is about 0.70 of its 500 K value at 200 K and 0.81 at 300 K, so even in the perfect crystal the two functions are only similar. They separate further when the defect changes its local force constants, when its coupling favours part of the spectrum, or when $\gamma$ varies among the modes. In the model the resonance does this, and expansion alone then fails to fit. The factor $f$ stays undetermined all the same, because the two adjustable modes of the fit can absorb a changed multiple of the strain function within the noise.

## What this establishes for NV, and where it stops

For NV the argument runs by subtraction. Equation (1) and the rough pressure data limit expansion to a minor share. What is left is a constant-volume drift, and with no thermally excited electronic states the lattice vibrations must carry it. Equation (2) gives its leading form. The subtraction does not show which modes dominate, how curvature and internal displacement divide the sum, or how large the terms of fourth order in the amplitude are. In the classical range the last grow as $T^2$, against $T$ for the leading term.

The expansion term must be changed if the crystal is not free. A thin film clamped to a substrate follows the substrate in its plane and relaxes along its normal. The strain is then not a uniform dilation, and whether the hydrostatic coefficient still suffices depends on the orientation of the film. To linear order, $D$ responds to the strain along the NV axis and to the sum of the two strains across it. In a (001) film with in-plane strain $a$ and normal strain $b$, the strain along any $\langle111\rangle$ axis is $(2a+b)/3$, one third of the volume strain, just as in a uniform dilation. The hydrostatic coefficient then still applies, with the volume strain of the clamped film. In a (110) or (111) film this equality fails in general, and the two responses are needed separately. Clamping does not remove the constant-volume part: even a perfectly rigid mount that suppressed all expansion would leave, on these rough numbers, about 54 of the 74 kHz/K. The numerical output below lists the main computed values.

## Computed results

```
NV, rough inputs: drift -74 kHz/K, dD/dP 15 MHz/GPa
NV, rough inputs: bulk modulus 440 GPa, beta 3.0e-06 /K
NV expansion part: -20 kHz/K, share 0.27
NV share with all three inputs 20% higher: 0.46
NV constant-volume remainder: -54 kHz/K
dD/dP needed for expansion alone: 56 MHz/GPa
two-mode test, mean D shift (dimensionless): diagonalized -0.26730
  formula -0.26734, without anharmonic term -0.25650
linear coupling 10 MHz, mode 60 meV: g^2/omega = 6.9 Hz
lattice, T=0.3: bond variance / thermal energy = 0.333333
lattice, T=1.0: bond variance / thermal energy = 0.333333
strain at 300 K: minimized 2.981e-04, formula 2.978e-04
strain at 500 K: minimized 1.429e-03, formula 1.424e-03
40 K to 20 K ratio: strain 16.00, D shift 16.00
model: cutoff 160 meV, B 400 GPa, V 6 A^3, gamma 0.8
model: static dD/dP 15 MHz/GPa, band coupling -250 MHz
model: local coupling -20 MHz at 65 meV
zero-point shift of D: -135.0 MHz
100 K: dD/dT -3.99, phonon -2.99, expansion -1.01 kHz/K, share 0.25
200 K: dD/dT -33.57, phonon -25.84, expansion -7.73 kHz/K, share 0.23
300 K: dD/dT -81.63, phonon -60.88, expansion -20.75 kHz/K, share 0.25
400 K: dD/dT -128.71, phonon -94.19, expansion -34.52 kHz/K, share 0.27
500 K: dD/dT -166.37, phonon -120.45, expansion -45.91 kHz/K, share 0.28
300 K: beta 3.45e-06 /K, dD/dP 15.05 MHz/GPa, B 399.7 GPa
data: 50 points, 10 to 500 K, noise 0.03 MHz, shift at top -32.85 MHz
expansion x0: rms 0.0275 MHz; 300 K expansion -0.0, phonon -81.6 kHz/K
expansion x1: rms 0.0271 MHz; 300 K expansion -20.7, phonon -60.9 kHz/K
expansion x2: rms 0.0270 MHz; 300 K expansion -41.5, phonon -40.2 kHz/K
expansion x3: rms 0.0273 MHz; 300 K expansion -62.2, phonon -19.4 kHz/K
fit x1: modes 53.9 and 120.6 meV, couplings -25.0 and -219.5 MHz
free expansion factor: standard error 1.52 (true value 1)
expansion only: needs factor 3.86, i.e. dD/dP 58.0 MHz/GPa, rms 0.236 MHz
```
